# Why amorphous copper barriers can outperform polycrystalline ones

**Q:** I have two copper barriers of equal thickness, one polycrystalline and one amorphous. In the polycrystalline film the grain boundaries occupy about one percent of the volume. Why should so small a fraction matter?

**A:** Because copper may move much faster in that one percent, and a boundary that crosses the film gives it a separate road. Let the film fill $0<x<L$, with copper at $x=0$ and the dielectric at $x=L$. The concentration is held at $c_0$ on the copper side and at zero on the other, so the dielectric is taken as a perfect sink. The grains have diffusivity $D_l$. The boundaries have diffusivity $D_{gb}=rD_l$, occupy a volume fraction $f$, and run straight from face to face.

I assume for now that copper is equally soluble in grain and boundary, and that the barrier conducts, so that no electric field drives the ions inside it. The equations hold in any consistent units, atomic units included, with $kT$ an energy.

The diffusivity depends on the sideways coordinates $y,z$ but not on $x$. Try the profile

$$c=c_0\left(1-\frac{x}{L}\right).$$

It meets both face conditions. It has no sideways gradient, so no copper crosses between grain and boundary. Along $x$, the quantity $D\,\partial_x c=-Dc_0/L$ does not change with $x$, so $\nabla\cdot(D\nabla c)=0$ everywhere. This is therefore the steady solution, however different the two diffusivities are.

The local flux is $Dc_0/L$. Averaging it over the film area gives

$$J_{ss}=\frac{c_0}{L}\left[(1-f)D_l+fD_{gb}\right]\equiv\frac{c_0}{L}D_{\rm eff},$$

and division by $D_l$ gives

$$\frac{D_{\rm eff}}{D_l}=(1-f)+fr=1+f(r-1).$$

**Q:** What does that give if boundary diffusion is a million times faster?

**A:** With $f=0.01$ and $r=10^6$,

$$\frac{D_{\rm eff}}{D_l}=1+0.01\times 999\,999\approx 1.0\times10^4 .$$

The boundaries carry $fr/(1+f(r-1))=99.99\%$ of the steady flux. They equal the grains when $fr=1-f$, which for this $r$ means a volume fraction near one in a million. A fraction is small or large here only in comparison with $1/r$.

**Q:** So is it the amount of fast material that counts?

**A:** Not by itself. The fast material must also be connected from face to face. Two bounds, valid for any arrangement, show how much room the geometry leaves.

Let $u$ be the steady concentration divided by $c_0$, so $u=1$ at the inlet and $u=0$ at the outlet, with no flux through the sides. Since $\nabla\cdot(D\nabla u)=0$, we have $D|\nabla u|^2=\nabla\cdot(uD\nabla u)$. Integrated over a film of area $A$, only the inlet face contributes:

$$\int D|\nabla u|^2dV=\int_{x=0}(-D\,\partial_xu)\,dA=\frac{A D_{\rm eff}}{L}.$$

Now take a trial function $v=u+w$, with $w=0$ on both faces. The cross term $2\int D\nabla u\cdot\nabla w\,dV$ equals $2\int\nabla\cdot(wD\nabla u)\,dV$, which vanishes on every surface. Hence

$$\int D|\nabla v|^2dV=\frac{AD_{\rm eff}}{L}+\int D|\nabla w|^2dV\ \ge\ \frac{AD_{\rm eff}}{L}.$$

The choice $v=1-x/L$ makes the left side $A\langle D\rangle/L$, where the brackets denote a volume average. So $D_{\rm eff}\le\langle D\rangle$.

For the lower bound, the face values give $\int(-\partial_xu)\,dV=A$. Write the integrand as $\sqrt D(-\partial_xu)\times 1/\sqrt D$ and use the Cauchy–Schwarz inequality:

$$A^2\le\int D(\partial_xu)^2dV\int\frac{dV}{D}\le\frac{AD_{\rm eff}}{L}\,AL\left\langle\frac1D\right\rangle .$$

Together,

$$\frac{1}{\langle 1/D\rangle}\le D_{\rm eff}\le\langle D\rangle .$$

Straight boundaries reach the upper bound. For given $f$ and $r$, no other arrangement lets more copper through in the steady state.

**Q:** And which arrangement reaches the lower one?

**A:** A fast sheet lying parallel to the film. The same flux must then cross slow and fast layers in turn, so $c_0=J\int dx/D$, and

$$\frac{D_{\rm eff}}{D_l}=\frac{1}{(1-f)+f/r}=1.0101 .$$

The same one percent of fast volume now raises the flux by one percent.

Blocking a straight boundary has a similar effect. Take a film 5 nm thick with boundaries 0.5 nm wide, spaced 50 nm apart, and fill the middle 0.6 nm of each boundary with material of lattice diffusivity. If copper could not leave the boundary sideways, the plug would be the only resistance in that strip, and the strip would contribute $fL/(0.6\ \text{nm})=0.083$. The total would be $0.99+0.083=1.07$. A two-dimensional numerical solution, which allows copper to pass around the plug through the grain, gives 1.18. Without the plug it gives 10 001. The plug removes 12% of the fast volume and nearly all of the gain. The cause of the large flux is thus fast diffusion along an unbroken path.

**Q:** Does it follow that the amorphous film is ten thousand times better?

**A:** Only if its own diffusivity $D_a$ equals $D_l$. An amorphous film has no grain boundaries, but disorder does not guarantee slow diffusion. At equal thickness and equal $c_0$, the ratio of steady fluxes is

$$\frac{J_{\rm poly}}{J_{\rm am}}=\frac{D_{\rm eff}}{D_a},$$

so the amorphous film wins when $D_a<D_{\rm eff}$. It may be a much poorer barrier than a perfect crystal and still win.

To express this margin as an energy, suppose that all paths follow $D_i=D_0e^{-E_i/kT}$ with the same prefactor $D_0$. Then $D_a/D_l=e^{(E_l-E_a)/kT}$. Setting $D_a=D_{\rm eff}$ gives the break-even difference

$$E_l-E_a=kT\ln\frac{D_{\rm eff}}{D_l}.$$

At 673 K, $kT=0.0580$ eV, and the difference is $0.0580\times9.21=0.534$ eV. With a common prefactor, the amorphous activation energy can lie up to half an electronvolt below the lattice value before the advantage is gone.

**Q:** Give me a case with numbers.

**A:** Keep the film just described: $L=5$ nm, boundary width $\delta=0.5$ nm and spacing 50 nm, so $f=0.01$. Anneal it at 673 K for 1800 s. I choose $D_l=10^{-21}$, $D_{gb}=10^{-15}$ and $D_a=10^{-19}$ cm²/s, with $c_0=10^{20}$ cm⁻³. The amorphous film is thus a hundred times leakier than a perfect crystal. The polycrystal has

$$J_{ss}=\frac{10^{-17}\times10^{20}}{5\times10^{-7}}=2\times10^{9}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

The amorphous film has $2\times10^7$ and a boundary-free crystal $2\times10^5$ in the same unit. The amorphous film gains a factor of 100 over the polycrystal, not 10 000.

**Q:** My anneal lasts half an hour. Has the steady state been reached by then?

**A:** Not in the grains, and this changes the comparison. Start with an empty film and let $Q(t)$ be the copper that has left the far face per unit area. Weight the concentration with $h=x/L$:

$$M(t)=\frac1A\int h\,c\,dV,\qquad \frac{dM}{dt}=\frac1A\int h\,\nabla\cdot(D\nabla c)\,dV .$$

The product rule gives

$$h\nabla\cdot(D\nabla c)=\nabla\cdot(hD\nabla c-cD\nabla h)+c\,\nabla\cdot(D\nabla h).$$

The last term is zero, because $D\nabla h$ points along $x$ with magnitude $D/L$, which does not depend on $x$. What remains is a surface integral:

- On the sides, neither $c$ nor $h$ has a normal gradient, so there is no contribution.
- At $x=L$, $h=1$ and $c=0$. The first term gives the average of $D\,\partial_xc$, which is $-J_{\rm out}$.
- At $x=0$, $h=0$ and $c=c_0$. The outward normal points along $-x$, so $-cD\,\partial_nh=+c_0D/L$, whose average is $J_{ss}$.

Therefore $dM/dt=J_{ss}-J_{\rm out}$, and integration from the empty film gives

$$Q(t)=J_{ss}t-M(t).$$

The copper passed is what a steady film would have passed, less the weighted copper stored in the film.

At very late times the profile is linear in grains and boundaries alike, and

$$M\to c_0\int_0^L\frac xL\left(1-\frac xL\right)dx=c_0L\left(\frac12-\frac13\right)=\frac{c_0L}{6}.$$

The late straight line of $Q(t)$ therefore meets the time axis at

$$t_{\rm lag}=\frac{c_0L/6}{J_{ss}}=\frac{L^2}{6D_{\rm eff}} .$$

This holds for any rate of exchange between grain and boundary. I tested it by simulating a square cell with $D=1$ in nine tenths of its width and $D=100$ in the rest. The simulated lag was 1.0003 times the formula.

**Q:** Then my film lets copper through after $L^2/(6D_{\rm eff})$?

**A:** No. For the example that time is about 4200 s, longer than the anneal, yet copper comes through much sooner. The late straight line is reached only when the grains have filled, which takes of the order of the lattice lag $L^2/(6D_l)=4.2\times10^7$ s. The boundaries fill much earlier and deliver copper while the grains are still nearly empty. The same identity, applied to a boundary without exchange, gives it a lag of

$$\frac{L^2}{6D_{gb}}=\frac{(5\times10^{-7})^2}{6\times10^{-15}}=42\ \text{s}.$$

**Q:** But copper also leaks from the boundary into the grains. Does that not hold it back?

**A:** A little, and the identity gives the amount. After many boundary lags the boundary profile is close to $c_0(1-x/L)$. Copper entering a grain from a face held at $c_s$ has the profile $c_s\,\mathrm{erfc}(\xi/2\sqrt{D_lt})$ at depth $\xi$. Since $\int_0^\infty\mathrm{erfc}(\xi/a)\,d\xi=a/\sqrt\pi$, each face takes up $2c_s\sqrt{D_lt/\pi}$ per unit area. The boundary itself stores $\delta c_s$. Its two faces therefore raise the storage by the relative amount

$$\eta=\frac{4}{\delta}\sqrt{\frac{D_lt}{\pi}},$$

and this copper contributes $f(1+\eta)c_0L/6$ to $M$.

The grains also fill directly from the inlet, with profile $c_0\,\mathrm{erfc}(x/2\sqrt{D_lt})$. Because $\int_0^\infty x\,\mathrm{erfc}(x/a)\,dx=a^2/4$, this adds

$$(1-f)\frac{c_0}{L}\,\frac{4D_lt}{4}=(1-f)\frac{c_0D_lt}{L}$$

to $M$. That equals the grain part of $J_{ss}t$, so the two cancel: the grains have not yet delivered anything to the far side. What is left is

$$Q=fc_0\left[\frac{D_{gb}t}{L}-\frac L6(1+\eta)\right].$$

This needs $t\gg L^2/(6D_{gb})$ and $\sqrt{D_lt}$ much smaller than both $L$ and the grain width. The side uptake must also be too slow to bend the boundary profile. Differentiating $2c_s\sqrt{D_lt/\pi}$ gives an uptake rate $c_s\sqrt{D_l/\pi t}$ per face. With two faces, length $L$ and mean $c_s=c_0/2$, the ratio of this loss to the boundary flow $D_{gb}\delta c_0/L$ is

$$\frac{L^2}{\delta D_{gb}}\sqrt{\frac{D_l}{\pi t}}=\frac{3\eta}{2t}\,\frac{L^2}{6D_{gb}} .$$

In the example $\eta=0.061$, and the ratio is $1.5\times0.061\times42/1800\approx0.002$, so the condition is met.

**Q:** How much copper is that?

**A:** The two terms are

$$fc_0\frac{D_{gb}t}{L}=\frac{0.01\times10^{20}\times10^{-15}\times1800}{5\times10^{-7}}=3.60\times10^{12}\ \text{cm}^{-2},$$

$$fc_0\frac L6(1+\eta)=8.33\times10^{10}\times1.061=0.09\times10^{12}\ \text{cm}^{-2}.$$

The difference is $3.5\times10^{12}$ cm⁻². A two-dimensional simulation of the same film agrees to the four digits printed in the numerical output. Leakage into the grains lowers the amount passed by 0.14%.

There is a reservation about this leakage. The spread $\sqrt{D_lt}$ is 0.013 nm, far less than the length $a$ of one atomic jump, so few atoms have jumped into the grain even once. The atomic plane at the edge of the boundary holds $c_sa$ per unit area. If its atoms enter the grain at the lattice jump rate $D_l/a^2$, each face takes up about $c_sD_lt/a$. This is the continuum uptake times $\sqrt{\pi D_lt}/(2a)$, a factor of about 0.05 for $a=0.25$ nm. At that jump rate the continuum formula overstates the leakage. If the first jump out of the boundary is much easier than a lattice jump, the first grain plane can instead fill during the anneal. Then $\eta\approx2a/\delta=1$, and the loss is about 2%. Either way it is a small correction.

**Q:** What if I had treated the polycrystal as a uniform film with diffusivity $D_{\rm eff}$?

**A:** You would have underestimated the copper. For a uniform film, take the Laplace transform in time. With $q=\sqrt{s/D}$, the solution that meets both face conditions is

$$\hat c=\frac{c_0}{s}\,\frac{\sinh q(L-x)}{\sinh qL}.$$

The flux at $x=L$ is $-D\,\partial_x\hat c=c_0Dq/(s\sinh qL)$. Dividing by $s$ integrates it over time, and $1/\sinh qL=2\sum_{n\ge0}e^{-(2n+1)qL}$, so

$$\hat Q=2c_0\sqrt D\sum_{n\ge0}s^{-3/2}e^{-(2n+1)L\sqrt{s/D}} .$$

The half-space profile used above shows that $s^{-1}e^{-k\sqrt s}$ is the transform of $\mathrm{erfc}(k/2\sqrt t)$. Integrating both from $k$ to infinity shows that $s^{-3/2}e^{-k\sqrt s}$ is the transform of $2\sqrt t\,\mathrm{ierfc}(k/2\sqrt t)$, where $\mathrm{ierfc}(z)=\int_z^\infty\mathrm{erfc}(z')dz'$. Hence

$$Q=4c_0\sqrt{Dt}\sum_{n\ge0}\mathrm{ierfc}\!\left(\frac{(2n+1)L}{2\sqrt{Dt}}\right).$$

With $D=D_{\rm eff}$ this gives $9.9\times10^{10}$ cm⁻², about 35 times too little. The averaged diffusivity gives the right steady flux and the right final lag, but it spreads the early copper over grains that are in fact still empty.

**Q:** And the amorphous film during the same anneal?

**A:** It is a uniform film, so the last formula applies with $D=D_a$. Its lag is $4.2\times10^5$ s, some 230 times the anneal. The formula gives about $10^{-141}$ cm⁻². The exponent should not be believed, because the diffusion length is again below an atomic spacing and the far tail depends on individual jumps. The meaning is that bulk diffusion through this film is negligible here, and any copper found behind it would have come by a route outside the model, such as a pinhole.

Two measures of merit therefore differ. In steady flux the amorphous film is better by $D_{\rm eff}/D_a=100$. In lag before breakthrough it is better by $D_{gb}/D_a=10^4$, whatever the boundary fraction, as long as the boundaries act alone.

**Q:** Copper may prefer to sit in the boundaries. Does that change the estimate?

**A:** It can, considerably, if the boundary diffusivity stays the same. Suppose a boundary site is deeper than a lattice site by $E_s$. Represent the boundary by $N$ sites in a row, each with escape rate $k$ in either direction. Detailed balance with a lattice reservoir makes the entry rate $sk$, with $s=e^{E_s/kT}$ for dilute copper. Let $p_n$ be the occupation of site $n$ divided by that of a lattice site at the inlet, and keep the outlet empty. In the steady state each occupation is the mean of its neighbours, so it falls linearly:

$$p_n=s\left(1-\frac{n}{N+1}\right),\qquad kp_N=\frac{sk}{N+1}.$$

The outflow is $s$ times that of a chain without segregation and with the same $k$. So $fD_{gb}$ becomes $fsD_{gb}$ in the steady flux. For $E_s=0.2$ eV at 673 K, $s=31$, and $D_{\rm eff}/D_l$ rises from $10^4$ to $3.1\times10^5$, with $D_{gb}$ held fixed. A deeper site may also slow the escape, however. If the barrier tops between sites keep their energy, $k$ and $D_{gb}$ fall by the same factor $s$, and the steady flux does not change.

**Q:** How close is all this to a real interconnect?

**A:** A barrier a few nanometres thick and process temperatures near 400 °C are the rough regime of copper interconnects. The diffusivities, $c_0$ and the segregation energy are round choices, not data for a material. The 50 nm boundary spacing is wide for a 5 nm film. For square columnar grains 10 nm across,

$$f=1-\left(1-\frac{0.5}{10}\right)^2=0.0975,$$

and $D_{\rm eff}/D_l$ becomes $9.8\times10^4$. Finer grains, and segregation at fixed $D_{gb}$, thus raise the flux above the one-percent estimate, while interrupted boundaries lower it, in the plugged case almost to the lattice value. The perfect sink matters less here: 100 nm of dielectric with $D=10^{-13}$ cm²/s and equal solubility lowers the steady flux by about 0.3%. That figure is for $f=0.01$ without segregation. With $s=31$ at fixed $D_{gb}$ the drop is about 10%, and with a dielectric diffusivity of $10^{-15}$ cm²/s and no segregation it is about a quarter.

**Q:** Does the advantage survive at the temperature of use?

**A:** In this model it grows. For $fr\gg1$,

$$\frac{D_{\rm eff}}{D_l}\approx f\,e^{(E_l-E_{gb})/kT},\qquad \frac{D_{\rm eff}}{D_a}\approx f\,e^{(E_a-E_{gb})/kT},$$

if all paths share one prefactor. The second ratio is the advantage of the amorphous film, and it grows on cooling because $E_a>E_{gb}$.

With a common prefactor of $10^{-3}$ cm²/s, the chosen diffusivities correspond to $E_l=2.40$, $E_a=2.14$ and $E_{gb}=1.60$ eV. At 378 K, $D_{\rm eff}/D_l$ is then $5\times10^8$, and $D_{\rm eff}/D_a$ is $1.3\times10^5$. But every path has slowed: the lag of an empty boundary is about 3000 years. After the anneal the boundaries are already filled and no lag applies, but their flux is small. With $D_{gb}=4.3\times10^{-25}$ cm²/s and the same $c_0$, $fc_0D_{gb}/L\approx0.9$ cm⁻² s⁻¹, or $2.7\times10^8$ cm⁻² in ten years, some $10^4$ times less than in the anneal. For these parameters the hot process step, not service, decides how much copper gets through. This extrapolation depends exponentially on the energies and assumes that no field acts in the barrier.

**Q:** When, then, should I choose the amorphous film?

**A:** On diffusion grounds, when $D_a<D_{\rm eff}$ at the temperature of the hottest long step, for equal thickness and inlet concentration. In a short anneal a somewhat larger $D_a$ can also suffice: in the half-hour example, an amorphous film with $D_a=D_{\rm eff}$ would still pass about 35 times less copper than the polycrystal. If the anneal is shorter than the lag $L^2/(6D_a)$ but longer than $L^2/(6D_{gb})$, the case is stronger than the steady fluxes suggest. In either case the film must be continuous and must stay amorphous. If it crystallizes with boundaries running from face to face, it becomes the polycrystal of this calculation.

## Numbers as computed

```
film thickness L: 5.0 nm
boundary width delta: 0.5 nm
boundary spacing: 50 nm
boundary volume fraction f: 0.0100
anneal: 673 K for 1800 s, kT = 0.05799 eV
D lattice: 1.0e-21 cm2/s
D boundary: 1.0e-15 cm2/s, ratio r = 1.000e+06
D amorphous: 1.0e-19 cm2/s
inlet concentration c0: 1.0e+20 cm^-3
D_eff/D_l, formula: 10000.99
D_eff/D_l, 2D solution: 10000.99
D_eff: 1.0001e-17 cm2/s
flux share of boundaries: 99.990 %
D_eff/D_l, fast sheet parallel to film: 1.0101
lattice plug length: 0.6 nm
D_eff/D_l, plugged boundary (2D): 1.18
break-even activation-energy margin: 0.534 eV
steady advantage D_eff/D_a: 100.0
steady flux, polycrystal: 2.00e+09 cm^-2 s^-1
steady flux, amorphous: 2.00e+07 cm^-2 s^-1
steady flux, lattice only: 2.00e+05 cm^-2 s^-1
lag L^2/6D, boundary: 41.7 s
lag L^2/6D, D_eff: 4.166e+03 s
lag L^2/6D, amorphous: 4.167e+05 s
lag L^2/6D, lattice: 4.167e+07 s
lag test case, simulated/formula: 1.0003
passed in anneal, polycrystal: 3.512e+12 cm^-2
same, 2D simulation: 3.512e+12 cm^-2
same, wrongly from D_eff: 9.930e+10 cm^-2
log10 of passed amount in cm^-2, amorphous: -141
lattice spread sqrt(D_l t): 0.0134 nm
extra storage by side leakage: 6.06 %
passed amount lost by side leakage: 0.144 %
segregation 0.2 eV: factor s = 31.5
D_eff/D_l with segregation: 3.146e+05
grains of 10 nm: f = 0.0975
D_eff/D_l with these grains: 9.750e+04
dielectric: 100 nm, D = 1.0e-13 cm2/s
flux drop due to dielectric: 0.34 %
common prefactor: 1.0e-03 cm2/s
activation energy, lattice: 2.404 eV
activation energy, boundary: 1.602 eV
activation energy, amorphous: 2.137 eV
service temperature: 378 K
D_eff/D_l at service: 4.81e+08
D_eff/D_a at service: 1.32e+05
boundary lag at service: 3.06e+03 years
```
